# First-Order Matrix-Vector Error from Row-Wire Resistance in a Resistive Array

## Definitions and conventions

A resistive array has $M$ rows and $N$ columns. The cell joining row $i$ to column $j$ is an ohmic conductance $G_{ij}\ge 0$, which includes the access transistor if there is one. Row $i$ is driven at its left end by an ideal voltage source $V_i$. Columns are numbered from the driver, $j=1,\dots,N$.

Every row segment between neighbouring cells has resistance $r$, and so has the segment from the source to column 1. The columns are taken as perfect conductors held at zero volts by their amplifiers. Each amplifier measures the current arriving in its column, counted positive when it flows from row to column.

For $r=0$ every cell of row $i$ sees the full voltage $V_i$, and the output is the matrix-vector product

$$I_j^{0}=\sum_{i=1}^{M}G_{ij}V_i .$$

For $r>0$ the cell sees a node voltage $v_{ij}$, and the output is $I_j=\sum_i G_{ij}v_{ij}$. We seek the error $\delta I_j=I_j-I_j^{0}$ to first order in $r$.

Because the columns stay at zero volts, the current in one row does not depend on the voltages of the others. Each row can therefore be solved separately, and the index $i$ is dropped until the rows are added again.

## Kirchhoff's laws along one row

Let $J_k$ be the current in segment $k$, which joins node $k-1$ to node $k$, with $v_0=V$ at the source. At node $k$ the arriving current divides between the cell and the next segment:

$$J_k=G_kv_k+J_{k+1},\qquad J_{N+1}=0 .$$

The second condition says that the row ends after column $N$. Adding these balances from node $k$ to the end gives

$$J_k=\sum_{l=k}^{N}G_lv_l .$$

A segment carries all the current drawn at and beyond its right-hand node. For $V>0$ the wire current is thus largest at the driver and falls along the row.

Ohm's law for a segment is $v_{k-1}-v_k=rJ_k$. Adding it from $k=1$ to $k=j$ makes the intermediate voltages cancel:

$$V-v_j=r\sum_{k=1}^{j}J_k=r\sum_{k=1}^{j}\sum_{l=k}^{N}G_lv_l .$$

What accumulates with distance is this sum of segment drops, although the current in each successive segment is smaller.

Now exchange the two sums. For a fixed cell $l$, the term $G_lv_l$ occurs once for each $k$ that satisfies both $k\le j$ and $k\le l$. There are $\min(j,l)$ such values, so

$$v_j=V-r\sum_{l=1}^{N}\min(j,l)\,G_lv_l. \tag{1}$$

The number $\min(j,l)$ counts the segments shared by the path from the source to cell $j$ and the path to cell $l$. Current drawn by cell $l$ lowers the voltage at cell $j$ through the shared segments. Equation (1) involves no approximation within the model, but the unknown voltages stand on both sides.

## The first-order error

The sum in (1) already carries a factor $r$. To first order we may therefore use the zeroth-order value $v_l=V$ inside it:

$$v_j\simeq V(1-s_j),\qquad s_j=r\sum_{l=1}^{N}\min(j,l)\,G_l. \tag{2}$$

The dimensionless $s_j$ is the first-order fractional voltage loss at cell $j$. Restoring the row index, multiplying by $G_{ij}$ and adding the rows gives

$$\boxed{\;\delta I_j\simeq-r\sum_{i=1}^{M}G_{ij}V_i\sum_{l=1}^{N}\min(j,l)\,G_{il}\;} \tag{3}$$

One factor $G_{ij}$ converts the voltage loss at the cell into a current loss. The other factor, $G_{il}$, belongs to the cells whose currents cause the voltage loss. If all conductances are doubled at fixed inputs, the ideal output doubles, the first-order error quadruples, and the fractional error doubles.

Equation (3) can also be read as a change of the stored matrix:

$$\Delta G_{ij}=-G_{ij}s_{ij},\qquad s_{ij}=r\sum_l\min(j,l)G_{il}.$$

This change does not depend on the inputs. The array still performs a linear multiplication, but with a slightly different matrix.

## How large is the neglected remainder?

First we show that the node voltages lie between zero and $V$ when $V>0$. Start at the far end with $v_N=a$. Then $J_N=G_Na$ and $v_{N-1}=a+rG_Na$. Continuing toward the source, each voltage is $a$ times a number that is at least 1 and never decreases. At the source this product must equal $V>0$, so $a>0$ and

$$0<v_N\le v_{N-1}\le\dots\le v_1\le V .$$

Insert $v_l\le V$ into (1). The sum is subtracted, so replacing $v_l$ by its upper bound gives a lower bound on $v_j$:

$$v_j\ge V(1-s_j).$$

Insert this lower bound into (1) in turn:

$$v_j\le V\Big[1-s_j+r\sum_l\min(j,l)G_ls_l\Big].$$

Since $\min(j,l)$ does not decrease with $j$, neither does $s_j$. Hence $s_l\le s_N$, and the last term is at most $s_js_N$. Together,

$$0\le\frac{v_j}{V}-(1-s_j)\le s_js_N. \tag{4}$$

For one row, first order never understates the loss. Write the true fractional loss as $d_j=1-v_j/V$. Equation (4) says $s_j(1-s_N)\le d_j\le s_j$, so for $s_N<1$ and $d_j>0$

$$\frac{s_j-d_j}{d_j}\le\frac{s_N}{1-s_N}.$$

The condition for a good first-order voltage loss is thus $s_N\ll1$ in the row. A small drop in one segment is not sufficient. If all inputs have the same sign, the output error is also well described when $s_N\ll1$ in every row that matters. With inputs of both signs, the first-order errors of different rows can cancel, and the remainder may then dominate even though every $s_N$ is small. For negative $V$ all voltages change sign, and the statements about $v_j/V$ remain valid.

## Growth along the array

Subtracting neighbouring values of (2) shows how the loss builds up. The difference $\min(j,l)-\min(j-1,l)$ is 1 for $l\ge j$ and 0 otherwise, so

$$s_j-s_{j-1}=r\sum_{l=j}^{N}G_l=\frac{rJ_j^{0}}{V},\qquad J_j^{0}=V\sum_{l=j}^{N}G_l. \tag{5}$$

Here $J_j^0$ is the segment current before wire losses are included. Each step adds $r$ times the current still to be delivered downstream. The loss is steepest near the driver and flattens toward the end.

At the last column $\min(N,l)=l$, and the first-order voltage drop is

$$Vs_N=r\sum_{l=1}^{N}l\,(G_lV). \tag{6}$$

This is a first moment of the cell currents: each is weighted by the number of segments it crosses. Total row current alone does not fix the drop. If a total current $I_{\rm row}$ is drawn entirely at column 1, the far drop is $rI_{\rm row}$. If it is drawn entirely at column $N$, the drop is $NrI_{\rm row}$.

### Uniform row

Let all cells of the row have conductance $G$. Splitting the sum at $l=j$,

$$\sum_{l=1}^{N}\min(j,l)=\sum_{l=1}^{j}l+j(N-j)=\frac{j(j+1)}2+j(N-j)=\frac{j(2N+1-j)}2 .$$

Therefore

$$s_j=\frac{rG}{2}\,j(2N+1-j),\qquad s_N=\frac{rG}{2}N(N+1). \tag{7}$$

For $N\gg1$ this becomes $s_j\simeq s_N[1-(1-j/N)^2]$, so about three quarters of the final loss has built up by the middle of the row.

With $I_{\rm row}=NGV$, the far drop can be written

$$Vs_N=I_{\rm row}\,\frac{r(N+1)}2. \tag{8}$$

This separates two kinds of growth. At fixed length the drop is proportional to row current. If columns are added at fixed $G$ and $V$, both the current and the wire length grow, and the drop rises as $N^2$ for large $N$. If the total current is instead held fixed by making $G$ proportional to $1/N$, the drop grows linearly for large $N$.

### Where the quadratic law saturates

The uniform row can be solved without expanding in $r$. Subtract Ohm's laws for neighbouring segments and use current conservation:

$$v_{j-1}-2v_j+v_{j+1}=r(J_j-J_{j+1})=rGv_j .$$

A trial solution $e^{\pm\kappa j}$ requires $2\cosh\kappa-2=rG$, or

$$4\sinh^2(\kappa/2)=rG .$$

The end condition $J_{N+1}=0$ is equivalent to adding a fictitious node with $v_{N+1}=v_N$. The solution must then be symmetric about $N+\tfrac12$. Matching $v_0=V$ gives

$$\frac{v_j}{V}=\frac{\cosh[\kappa(N+\frac12-j)]}{\cosh[\kappa(N+\frac12)]}. \tag{9}$$

For a weakly loaded row $\kappa^2\simeq rG$. Expanding both hyperbolic cosines at $j=N$,

$$\frac{v_N}{V}\simeq1+\frac{\kappa^2}{8}-\frac{\kappa^2(N+\frac12)^2}{2}=1-\frac{rG}{2}N(N+1),$$

in agreement with (7). To see the next correction for a long row, set $x=\kappa N$ with $\kappa\ll1$. Then

$$d_N\simeq1-\frac1{\cosh x}=\frac{x^2}{2}-\frac{5x^4}{24}+\dots=s_N\Big(1-\frac56s_N+\dots\Big),$$

where $s_N\simeq x^2/2$. The real loss falls below the quadratic law because reduced cell voltages draw less current. When $x$ is large, little voltage reaches the far end and the fractional loss approaches 1.

## Lost current and wire heating

A second view of the error follows from adding the lost currents in one row. Using the undivided voltage-drop equation,

$$\sum_jG_j(V-v_j)=r\sum_jG_j\sum_{k=1}^{j}J_k=r\sum_{k=1}^{N}J_k\sum_{j=k}^{N}G_j=\frac rV\sum_{k=1}^{N}J_kJ_k^{0}.$$

To first order $J_k$ may be replaced by $J_k^0$. The total lost current times $V$ then equals $r\sum_k(J_k^0)^2$, the first-order heat dissipated in the wire.

For a uniform row $J_k^0=(N+1-k)GV$. The sum of squares gives

$$\frac{\text{lost current}}{\text{ideal row current}}\simeq\frac{rG^2V\,N(N+1)(2N+1)/6}{NGV}=\frac{rG(N+1)(2N+1)}6 .$$

For a long row this is two thirds of the fractional loss at the last column.

## Worked example

Consider a $128\times128$ array with cells between 2 and 20 µS and inputs between 0 and 0.2 V. The row wire is 100 nm wide and 200 nm thick, the cell pitch is 300 nm, and the resistivity is 3 µΩ cm, or $3\times10^{-8}$ Ω m. One segment has

$$r=\frac{(3\times10^{-8})(300\times10^{-9})}{(100\times10^{-9})(200\times10^{-9})}=0.45\ \Omega .$$

Take first a uniform row with $G=11$ µS, driven at 0.2 V. Its ideal current is $128\times11\ \mu{\rm S}\times0.2\ {\rm V}=281.6$ µA. Equation (8) gives

$$Vs_N=281.6\ \mu{\rm A}\times0.45\ \Omega\times\frac{129}{2}=8.17\ {\rm mV},$$

or 4.09 % of the source voltage. Direct solution of the node equations gives 7.90 mV, or 3.95 %. The correction factor $1-\frac56(0.0409)=0.966$ accounts for the difference. The ideal current falls from 281.6 µA in the first segment to 2.2 µA in the last, while the first-order drop rises from 0.13 to 8.17 mV.

Now keep $r$, $G$ and $V$ fixed and change the row length. From $N=64$ to 128 the first-order far loss rises from 1.03 to 4.09 %, close to a factor of four. At $N=512$ it is 65 %, but the node solution gives 42 %. First order still shows that the array is overloaded, but no longer gives a useful value.

For random cell conductances and random inputs, uniformly distributed over their ranges, column 128 has an ideal output of 150.5 µA. Equation (3) gives an error of −6.21 µA; the node solution gives −6.00 µA, or −3.99 % of the ideal output. In column 1 the error is only −0.06 %. The largest $s_{ij}$ is 0.045, so (4) limits the remainder in $v/V$ to about 0.002; the largest value found is 0.0017.

## Column order and gain correction

Equation (6) suggests placing strongly conducting columns near the driver. Suppose $l<m$ but $G_l<G_m$. Exchanging the two cells changes the moment by $-(m-l)(G_m-G_l)<0$, so the far drop decreases at first order.

For one row of the random array, with total conductance fixed at 1399 µS and a source of 0.2 V, sorting the large cells toward the driver gives a far drop of 5.78 mV. The reverse order gives 9.88 mV. A physical column permutation applies to all rows together, however. One permutation can lower the far drop in many rows, but it gives every row its smallest first-order drop only if the same order sorts the conductances of all rows from large to small.

In the random array the columns have similar total conductances, so reordering them changes the errors only slightly. A much larger reduction comes from dividing each output by $1-s_j$, with $s_j$ taken from the uniform row at 11 µS. The rms error, relative to each ideal output, falls from 2.92 to 0.074 % for this particular array; most of this residual is systematic, because $1-s_j$ overstates the loss. A perfectly uniform array keeps an rms residual of 0.10 %, and other random draws give about 0.05 to 0.13 %. Dividing by the exact uniform-row factor (9) instead leaves 0.027 % for this array. These results belong to an array with ideal columns, whose rows have similar total loads and whose inputs are nonnegative and spread over many rows. With a single active row the residual can reach 0.4 %, and with equal column-wire resistance this row-only gain leaves about 2.5 %.

Signed inputs show the limitation. Let two rows be driven at $+0.2$ and $-0.2$ V, with 10 µS in the last column of each. All other cells are 20 µS in the first row and 2 µS in the second. The ideal last-column output is zero, but the row losses differ:

$$s_{1N}-s_{2N}=0.45\ \Omega\times18\ \mu{\rm S}\times\sum_{l=1}^{127}l=0.0658 .$$

The first-order error is $-(10\ \mu{\rm S})(0.2\ {\rm V})(0.0658)=-0.132$ µA; the node solution gives −0.123 µA. An output error relative to the ideal output has no general bound when contributions can cancel. No nonzero column gain can restore the missing zero.

## Resistance outside the row wires

Let column segments have resistance $r_c$, drivers $R_d$ and amplifier inputs $R_a$, with the amplifiers below row $M$. The shared-path argument applies to the columns too, but their segments are counted from the bottom. To first order all voltage losses add:

$$\begin{aligned}\delta I_j\simeq-\sum_iG_{ij}\Big[&r\sum_l\min(j,l)G_{il}V_i+R_d\sum_lG_{il}V_i\\&+r_c\sum_m\min(M+1-i,M+1-m)G_{mj}V_m+R_aI_j^0\Big].\end{aligned}$$

The network remains linear in its inputs. With column or amplifier resistance, however, the effective weight of a cell also depends on other cells in its column.

These additions are not small here. The mean current loss over the columns is 2.67 % with row wires alone and 5.15 % when equal column-wire resistance is included. Adding 20 Ω drivers raises it to 7.63 %, and adding 20 Ω amplifier inputs raises it to 9.98 %. Equation (3) describes the row contribution, not the whole error of such an array.

## Comparison with real devices

The example lies in the regime of filamentary hafnium-oxide memory with access transistors and copper wiring; all its parameters are rough. The cell range is toward the low end, since strongly conducting filaments can reach about 100 µS or more. With every cell at 110 µS, (7) would give $s_N\simeq0.41$ for the same wires, beyond comfortable first-order use.

Real cells are not strictly ohmic. For the illustrative law $I=GV_0\sinh(V/V_0)$ with $V_0=0.4$ V, the cell current at 0.2 V is 4.2 % above the ohmic value. The far-column current loss in the uniform row becomes 4.42 %, relative to the nonlinear current at full voltage, instead of 3.95 %. For the ohmic row, wires 60 K hotter, with a rough temperature coefficient of 0.003 K⁻¹ and unchanged cells, give 4.64 %. If the excess of 3 µΩ cm over bulk copper is temperature independent, the coefficient is nearer 0.0022 K⁻¹ and the loss is about 4.5 %.

A random programming spread of 5 % per cell produces an output error of about 0.56 %. This is below the rms uncorrected row-wire error, though not below it in the first few columns near the driver, and it is well above the residual after gain correction when the columns are ideal. The thermal noise of the cells in a 100 MHz bandwidth is about 0.03 % of the output; amplifier noise and slow fluctuations of the cell currents are not included. The resistance and capacitance of the row wire alone give a time constant of about 0.2 ps. This is not the settling time of the array: drivers, cells and amplifiers are left out, and so is the travel time of the signal along the 38 µm wire, which is of the same order.

The mean field across a 5 nm oxide is 0.4 MV/cm, but it would be 2 MV/cm if the whole 0.2 V fell across a 1 nm filament gap. The model does not decide whether repeated reading disturbs the cell. The largest row current density at full input is 1.56 MA/cm² for the ideal current and 1.52 MA/cm² with the wire loss included, high enough that electromigration must be considered for continuous operation. Most of these values appear in the numerical output below.

## Computed values

```
array: 128 rows x 128 columns; cells 2 to 20 uS, mid-range 11 uS; inputs 0 to 0.2 V
wire: resistivity 3.0 uohm cm, width 100 nm, thickness 200 nm, cell pitch 300 nm
row resistance per segment r = 0.450 ohm; whole row 57.6 ohm
random weights and inputs, ideal columns:
  column   1: ideal  148.24 uA, first-order error  -0.095 uA, node solution  -0.092 uA (-0.06 %)
  column  32: ideal  141.99 uA, first-order error  -2.552 uA, node solution  -2.476 uA (-1.74 %)
  column  64: ideal  143.79 uA, first-order error  -4.427 uA, node solution  -4.287 uA (-2.98 %)
  column  96: ideal  150.64 uA, first-order error  -5.818 uA, node solution  -5.626 uA (-3.73 %)
  column 128: ideal  150.46 uA, first-order error  -6.206 uA, node solution  -5.999 uA (-3.99 %)
remainder ratio when r is halved: 3.935
largest s in the array 0.0454; largest remainder in v/V 0.001671
rms output error 2.92 %; after uniform-row column gain correction 0.074 %
uniform row, every cell 11 uS, source 0.2 V:
  column   1: ideal current in its segment  281.6 uA, drop first-order  0.127 mV, node solution  0.123 mV
  column  32: ideal current in its segment  213.4 uA, drop first-order  3.564 mV, node solution  3.460 mV
  column  64: ideal current in its segment  143.0 uA, drop first-order  6.114 mV, node solution  5.923 mV
  column  96: ideal current in its segment   72.6 uA, drop first-order  7.651 mV, node solution  7.402 mV
  column 128: ideal current in its segment    2.2 uA, drop first-order  8.173 mV, node solution  7.904 mV
far-column loss of a uniform row against its length:
  N =  32: row current    70.4 uA, first-order   0.26 %, node solution   0.26 %
  N =  64: row current   140.8 uA, first-order   1.03 %, node solution   1.02 %
  N = 128: row current   281.6 uA, first-order   4.09 %, node solution   3.95 %
  N = 256: row current   563.2 uA, first-order  16.28 %, node solution  14.33 %
  N = 512: row current  1126.4 uA, first-order  65.01 %, node solution  41.98 %
row 1 sorted, total 1399 uS: far drop 5.78 mV (large cells near driver), 9.88 mV (far from driver)
  first-order far drops 5.92 and 10.32 mV
two rows at +/-0.2 V, last cells 10 uS, other cells 20 and 2 uS:
  last column ideal 0.000 uA, first-order -0.1317 uA, node solution -0.1232 uA
neglected effects (rough parameters); current loss, column mean and worst:
  row wires only: 2.67 %, 4.00 %
  row and column wires: 5.15 %, 6.69 %
  wires and 20 ohm drivers: 7.63 %, 9.13 %
  wires, drivers, 20 ohm amplifiers: 9.98 %, 11.70 %
  sinh cell law, scale 0.4 V: current excess at 0.2 V 4.22 %; far-column wire loss 4.42 % (ohmic 3.95 %)
  wires 60 K hotter, coefficient 0.003 per K: far-column loss 4.64 %
  programming spread 5 % per cell: random output error 0.56 %
  thermal noise, 100 MHz, 300 K: 0.032 %
  row settling r*C*N(N+1)/2 at 0.2 fF/um: 0.223 ps
  mean field in a 5 nm oxide: 0.40 MV/cm
  largest row current density, full input: 1.56 MA/cm2
```
